# Reality Condition, Real Spherical Harmonics and Gaunt Coefficients for Real Densities, part 2

Inside an atomic sphere of an LAPW calculation, the density and a real local potential are expanded in spherical harmonics. The task here is to evaluate the triple integrals of real harmonics and use them for densities and potential matrix elements.

The polar angles \(\theta,\phi\) are taken about the sphere's centre, \(r\) is the radius, and \(d\Omega\) is the element of solid angle. Angular momentum is in units of \(\hbar\), with \(L_z=-i\partial_\phi\). The complex harmonics \(Y_{lm}\) are orthonormal, with Condon–Shortley phases:

\[
Y_{lm}^*=(-1)^mY_{l,-m}.
\tag{6}
\]

For \(m\ge0\), with \(\Theta_{lm}\) real,

\[
Y_{lm}=(-1)^m\Theta_{lm}(\theta)e^{im\phi},\qquad
Y_{l,-m}=\Theta_{lm}(\theta)e^{-im\phi}.
\tag{12}
\]

The real harmonics are \(S_{l\mu}=\sum_mU_{\mu m}Y_{lm}\), with \(U\) unitary and \(S_{l0}=Y_{l0}\). For \(m>0\),

\[
S_{lm}=\sqrt2\,\Theta_{lm}\cos m\phi,\qquad
S_{l,-m}=\sqrt2\,\Theta_{lm}\sin m\phi .
\tag{13}
\]

A function \(f=\sum_{lm}f_{lm}Y_{lm}=\sum_{l\mu}s_{l\mu}S_{l\mu}\) satisfies

\[
\boxed{\,f\ \text{real}\quad\Longleftrightarrow\quad
f_{l,-m}=(-1)^mf_{lm}^*\ \text{for all }l,m.\,}
\tag{9}
\]

Its columns of coefficients are related by

\[
\boxed{\,s=U^*f .\,}
\tag{16}
\]

For \(m>0\), with \(\sigma_m=(-1)^m\), this reads

\[
s_{lm}=\frac{\sigma_mf_{lm}+f_{l,-m}}{\sqrt2},\qquad
s_{l,-m}=\frac{i(\sigma_mf_{lm}-f_{l,-m})}{\sqrt2},
\tag{17}
\]

and for a real field

\[
\begin{aligned}
s_{lm}&=\frac{\sigma_m}{\sqrt2}(f_{lm}+f_{lm}^*)
=\sqrt2\,\sigma_m\operatorname{Re}f_{lm},\\
s_{l,-m}&=\frac{i\sigma_m}{\sqrt2}(f_{lm}-f_{lm}^*)
=-\sqrt2\,\sigma_m\operatorname{Im}f_{lm}.
\end{aligned}
\tag{18}
\]

The complex and real Gaunt coefficients are

\[
G^{lLl'}_{mMm'}=\int Y_{lm}^*Y_{LM}Y_{l'm'}\,d\Omega ,
\tag{20}
\]

\[
R^{lLl'}_{\mu\lambda\nu}
=\int S_{l\mu}S_{L\lambda}S_{l'\nu}\,d\Omega ,
\tag{21}
\]

\[
\boxed{\,R^{lLl'}_{\mu\lambda\nu}
=\sum_{mMm'}U_{\mu m}^*U_{\lambda M}U_{\nu m'}
G^{lLl'}_{mMm'} .\,}
\tag{22}
\]

\(G\) is real and vanishes unless \(m=M+m'\), \(l+L+l'\) is even (parity rule) and \(|l-l'|\le L\le l+l'\) (triangle rule). \(R\) is unchanged when any two complete labels, such as \((l,\mu)\) and \((l',\nu)\), are exchanged.

### Reduction to one complex coefficient

The sums in (22) can be carried out once and for all. Let \(a,b,c\) be the absolute orders of the three real harmonics, arranged so that \(c\) is the largest, and let \(l_a,l_b,l_c\) be the degrees attached to them. An odd number of sine factors makes the integrand odd under \(\phi\to-\phi\), and the integral vanishes. For an even number, use

\[
\begin{aligned}
\cos a\phi\cos b\phi&=\tfrac12[\cos(a-b)\phi+\cos(a+b)\phi],\\
\sin a\phi\sin b\phi&=\tfrac12[\cos(a-b)\phi-\cos(a+b)\phi],\\
\sin a\phi\cos b\phi&=\tfrac12[\sin(a+b)\phi+\sin(a-b)\phi].
\end{aligned}
\tag{23}
\]

First take \(a,b>0\). Then \(|a-b|<c\), so the difference terms are orthogonal to the third factor of order \(c\). The sum terms survive for \(c=a+b\). Since a squared sine or cosine of nonzero order integrates to \(\pi\), the azimuthal integral is \(+\pi/2\) for three cosines, \(-\pi/2\) when \(a\) and \(b\) are sines, and \(+\pi/2\) when \(c\) and one of \(a,b\) are sines.

Let \(I=\int_0^\pi\Theta_{l_aa}\Theta_{l_bb}\Theta_{l_cc}\sin\theta\,d\theta\), and define

\[
g=\int Y_{l_cc}^*Y_{l_aa}Y_{l_bb}\,d\Omega
=(-1)^{a+b+c}\,2\pi I=2\pi I .
\tag{24}
\]

The sign is positive because \(a+b+c=2c\). Three factors \(\sqrt2\) from (13) give

\[
R=2\sqrt2\,I\left(\pm\frac{\pi}{2}\right)
=\pm\sqrt2\,\pi I=\pm\frac{g}{\sqrt2}.
\]

If one order is zero, the other two must be equal and of the same type. There are then two factors \(\sqrt2\), the azimuthal integral is \(\pi\), and \(R=2\pi I=g\). If all orders vanish, the integral over \(\phi\) is \(2\pi\) and again \(R=g\). In summary, for \(c=a+b\) and an even number of sines,

\[
R=
\begin{cases}
g, & a=0\ \text{or}\ b=0,\\
-g/\sqrt2, & a,b>0\ \text{and both are sines},\\
+g/\sqrt2, & a,b>0\ \text{otherwise}.
\end{cases}
\tag{25}
\]

All other \(R\) vanish. The parity and triangle rules for the degrees are contained in \(g\).

The real basis does not make this tensor sparser. For \(l,l'\le2\) and \(L\le4\), there are 126 nonzero complex coefficients and 162 nonzero real ones. When all three orders are nonzero, a nonzero \(g\) supplies two complex sign patterns, related by reversing all orders. It supplies four real patterns, because zero or two of the three factors may be sines. When an order is zero the two counts agree. The benefit of the real basis is real storage and real arithmetic for real fields.

### From wave functions to the density

Consider first one real radial function, left out of the notation, and a wave function \(\psi=\sum_{lm}c_{lm}Y_{lm}\). By (16), its coefficients in the real basis are \(b=U^*c\). They are generally complex, since a change to real basis functions does not make \(\psi\) real. The density is

\[
|\psi|^2=\sum_{l\mu,l'\nu}b_{l\mu}^*b_{l'\nu}S_{l\mu}S_{l'\nu}.
\]

Projecting on \(S_{L\lambda}\) gives

\[
\rho^{S}_{L\lambda}
=\sum_{l\mu,l'\nu}b_{l\mu}^*b_{l'\nu}
R^{lLl'}_{\mu\lambda\nu}.
\tag{26}
\]

Exchange the two complete summation labels and average the two forms. Because \(R\) is symmetric, the average contains \(\tfrac12(b_{l\mu}^*b_{l'\nu}+b_{l'\nu}^*b_{l\mu})\), which is a real part:

\[
\boxed{\,\rho^S_{L\lambda}
=\sum_{l\mu,l'\nu}\operatorname{Re}(b_{l\mu}^*b_{l'\nu})
R^{lLl'}_{\mu\lambda\nu}.\,}
\tag{27}
\]

In LAPW with local orbitals several radial functions \(u_{lp}(r)\) occur, labelled by \(p\). For states \(n\) with real occupations \(w_n\), form

\[
D^{pp'}_{l\mu,l'\nu}=\sum_nw_n(b^p_{n,l\mu})^*b^{p'}_{n,l'\nu}.
\]

Repeating the projection yields

\[
\rho^S_{L\lambda}(r)=
\sum_{l\mu p,\,l'\nu p'}
\operatorname{Re}D^{pp'}_{l\mu,l'\nu}\,
u_{lp}(r)u_{l'p'}(r)R^{lLl'}_{\mu\lambda\nu}.
\tag{28}
\]

The exchange must now include \(p\) and \(p'\). It turns \(D\) into its conjugate and leaves the product of radial functions unchanged, since they are real. With complex radial functions \(u_{lp}^*u_{l'p'}\) would not be symmetric, and the imaginary part of \(D\) could not be dropped.

In the complex basis, projection on \(Y_{LM}^*\) gives

\[
\rho_{LM}=\sum_{lm,l'm'}c_{lm}^*c_{l'm'}
\int Y_{LM}^*Y_{lm}^*Y_{l'm'}\,d\Omega
=\sum_{lm,l'm'}c_{lm}^*c_{l'm'}G^{l'Ll}_{m'Mm}.
\tag{29}
\]

The last integral is the conjugate of the Gaunt coefficient shown, which is real. Note the reversed order of its outer labels.

### What the density leaves out

The imaginary part of \(b_{l\mu}^*b_{l'\nu}\) still has physical content. From (13), for \(m>0\),

\[
L_zS_{lm}=imS_{l,-m},\qquad
L_zS_{l,-m}=-imS_{lm}.
\]

For a state with one normalised radial function, write \(z_{lm}=b_{lm}^*b_{l,-m}\). The expectation value is

\[
\langle L_z\rangle
=\sum_l\sum_{m>0}\left(im\,z_{lm}^*-im\,z_{lm}\right)
=2\sum_l\sum_{m>0}m\operatorname{Im}(b_{lm}^*b_{l,-m}).
\tag{30}
\]

The last step uses \(z^*-z=-2i\operatorname{Im}z\). The states \(\psi\) and \(\psi^*\) have the same density but opposite \(\langle L_z\rangle\). A program that works in the real basis and needs orbital moments must therefore keep the imaginary part of the real-basis density matrix, even though (27) does not use it. In the complex basis the same moment is \(\sum_{lm}m|c_{lm}|^2\), read from the real diagonal.

### Matrix elements of a real potential

Expand a real potential as \(v=\sum_{L\lambda}v_{L\lambda}S_{L\lambda}\). At a fixed radius, its angular matrix in the real basis is

\[
V^S_{l\mu,l'\nu}=\int S_{l\mu}vS_{l'\nu}\,d\Omega
=\sum_{L\lambda}v_{L\lambda}R^{lLl'}_{\mu\lambda\nu}.
\tag{31}
\]

It is real and symmetric. If \(V^Y\) is the matrix between complex harmonics, conjugating the expansion of the left function gives \(V^S=U^*V^YU^T\). This is a unitary change of basis, so the eigenvalues are unchanged. By the triangle rule, wave functions with \(l,l'\le2\) sense no component of \(v\) above \(L=4\), even if the potential contains higher ones. In LAPW the coefficient \(v_{L\lambda}\) depends on \(r\), and in each term of (31) it is replaced by the radial integral \(\int u_{lp}(r)\,v_{L\lambda}(r)\,u_{l'p'}(r)\,r^2\,dr\) over the sphere. These statements concern a real local potential; spin–orbit coupling, for example, adds a term of a different form.

### Worked example: a complex \(d\) state

Take the model angular state

\[
\psi=0.6\,Y_{22}+(0.48+0.64i)\,Y_{2,-1}.
\tag{32}
\]

Its norm is \(0.36+0.2304+0.4096=1\). The coefficients below are dimensionless, and the density is per steradian.

**Complex basis.** The products in \(|\psi|^2\) have \(M=0\) or \(M=\pm3\). Parity allows even \(L\), and the triangle rule sets \(L\le4\). The possible components are therefore \((0,0)\), \((2,0)\), \((4,0)\) and \((4,\pm3)\). The diagonal terms have weights \(0.36\) and \(0.64\). Equation (29) gives

\[
\begin{aligned}
\rho_{00}&=0.36(0.282095)+0.64(0.282095)=0.282095,\\
\rho_{20}&=0.36(-0.180224)+0.64(0.090112)=-0.00721,\\
\rho_{40}&=0.36(0.040299)+0.64(-0.161197)=-0.08866.
\end{aligned}
\]

The small \(\rho_{20}\) results from near cancellation between the two orbitals. For \(M=3\), the required integral is \(\int Y_{22}^*Y_{43}Y_{2,-1}d\Omega=-0.238414\), and

\[
c_{2,-1}^*c_{22}=0.6(0.48-0.64i)=0.288-0.384i.
\]

Their product is

\[
\rho_{43}=-0.06866+0.09155i.
\]

For \(M=-3\), use (6) on \(Y_{4,-3}\) to find

\[
\int Y_{2,-1}^*Y_{4,-3}Y_{22}\,d\Omega
=-\left(\int Y_{22}^*Y_{43}Y_{2,-1}\,d\Omega\right)^*
=0.238414.
\]

The amplitude product is now \(c_{22}^*c_{2,-1}=0.288+0.384i\). Hence \(\rho_{4,-3}=0.06866+0.09155i\), which equals \(-\rho_{43}^*\) as (9) requires for odd \(M\).

Equation (18), with \(\sigma_3=-1\), converts this pair to

\[
\begin{aligned}
\rho^S_{43}&=-\sqrt2(-0.06866)=0.0971,\\
\rho^S_{4,-3}&=+\sqrt2(0.09155)=0.1295.
\end{aligned}
\tag{33}
\]

**Real basis.** Equation (17), applied to \(c\), gives

\[
\begin{aligned}
b_{22}&=0.6/\sqrt2=0.424264,\\
b_{2,-2}&=0.6i/\sqrt2=0.424264i,\\
b_{21}&=(0.48+0.64i)/\sqrt2=0.339411+0.452548i,\\
b_{2,-1}&=-i(0.48+0.64i)/\sqrt2=0.452548-0.339411i.
\end{aligned}
\]

All Gaunt coefficients needed for \(|\lambda|=3\) come from \(g=\int Y_{43}^*Y_{21}Y_{22}d\Omega=0.238414\), for which \(g/\sqrt2=0.168584\). For \(\lambda=3\), the wave-function pair is either two cosines or two sines. Their Gaunt coefficients are \(+0.168584\) and \(-0.168584\), while

\[
\operatorname{Re}(b_{21}^*b_{22})=0.144,\qquad
\operatorname{Re}(b_{2,-1}^*b_{2,-2})=-0.144.
\]

The two minus signs in the sine term compensate. Each pair occurs in both orders in (27), so

\[
\rho^S_{43}=2\left[0.168584(0.144)
+(-0.168584)(-0.144)\right]=0.0971.
\]

For \(\lambda=-3\), one wave-function factor is a sine and the other a cosine. Both Gaunt coefficients are positive, and

\[
\operatorname{Re}(b_{2,-1}^*b_{22})
=\operatorname{Re}(b_{21}^*b_{2,-2})=0.192.
\]

Therefore

\[
\rho^S_{4,-3}=2\left[0.168584(0.192)
+0.168584(0.192)\right]=0.1295.
\]

Both results agree with (33).

**Orientation of the density.** The signs can also be read from the cross term in \(|\psi|^2\). With (12), it is

\[
2\Theta_{22}\Theta_{21}
\operatorname{Re}\left[c_{22}^*c_{2,-1}e^{-3i\phi}\right]
=2\Theta_{22}\Theta_{21}
(0.288\cos3\phi+0.384\sin3\phi).
\]

The cosine and sine amplitudes have the ratio \(3:4\), as do the two coefficients in (33), and both are positive relative to the same function of \(\theta\). Had \(U\) been used for \(U^*\) in converting the density coefficients, the sine amplitude would have become negative and the threefold pattern would have been reflected.

At \(\theta=60^\circ\), \(\phi=20^\circ\), direct evaluation of \(|\psi|^2\) and summation of the five real-harmonic terms both give \(0.1942\) per steradian.

**Orbital moment.** From the amplitudes above,

\[
\operatorname{Im}(b_{22}^*b_{2,-2})=0.424264^2=0.18,
\]

\[
\operatorname{Im}(b_{21}^*b_{2,-1})
=-(0.339411^2+0.452548^2)=-0.32.
\]

Equation (30) then gives

\[
\langle L_z\rangle=2[2(0.18)+1(-0.32)]\hbar=0.08\,\hbar.
\]

The complex basis gives the same value, \([2(0.36)-0.64]\hbar=0.08\,\hbar\). The conjugate state has the same five density coefficients and the moment \(-0.08\,\hbar\).

The numerical check compares the transformed coefficients (22) and the rule (25) with direct quadrature for every triple with \(l,l'\le2\) and \(L\le4\). It also tests the density formulas on a random complex state containing \(s\), \(p\) and \(d\) components, where unequal degrees occur.

## Computed results

```
All coefficients are dimensionless; angular density is per steradian
norm of psi = 1.000000
c(2,2) = 0.600000 +0.000000i
c(2,-1) = 0.480000 +0.640000i
b(2,2) = 0.424264 +0.000000i
b(2,-2) = 0.000000 +0.424264i
b(2,1) = 0.339411 +0.452548i
b(2,-1) = 0.452548 -0.339411i
G: int Y(2,2)* Y(0,0) Y(2,2) = 0.282095
G: int Y(2,-1)* Y(0,0) Y(2,-1) = 0.282095
G: int Y(2,2)* Y(2,0) Y(2,2) = -0.180224
G: int Y(2,-1)* Y(2,0) Y(2,-1) = 0.090112
G: int Y(2,2)* Y(4,0) Y(2,2) = 0.040299
G: int Y(2,-1)* Y(4,0) Y(2,-1) = -0.161197
G: int Y(2,2)* Y(4,3) Y(2,-1) = -0.238414
g: int Y(4,3)* Y(2,1) Y(2,2) = 0.238414
R: int S(2,1) S(4,3) S(2,2) = 0.168584
Re[b(2,1)* b(2,2)] = 0.144000
R: int S(2,-1) S(4,3) S(2,-2) = -0.168584
Re[b(2,-1)* b(2,-2)] = -0.144000
R: int S(2,-1) S(4,-3) S(2,2) = 0.168584
Re[b(2,-1)* b(2,2)] = 0.192000
R: int S(2,1) S(4,-3) S(2,-2) = 0.168584
Re[b(2,1)* b(2,-2)] = 0.192000
complex-basis rho(0, 0) = 0.282095 +0.000000i
complex-basis rho(2, 0) = -0.007209 +0.000000i
complex-basis rho(4, 0) = -0.088658 +0.000000i
complex-basis rho(4, 3) = -0.068663 +0.091551i
complex-basis rho(4, -3) = 0.068663 +0.091551i
real-basis rho(0, 0) = 0.282095
real-basis rho(2, 0) = -0.007209
real-basis rho(4, 0) = -0.088658
real-basis rho(4, 3) = 0.097104
real-basis rho(4, -3) = 0.129472
direction: theta = 60 deg, phi = 20 deg
|psi|^2 directly = 0.194203 per sr
density from real harmonics = 0.194203 per sr
<L_z> from Im(b* b) = 0.080000 hbar
nonzero complex Gaunts, l,l'<=2, L<=4: 126
nonzero real Gaunts, same range: 162
```
